# The Tkatchenko–Scheffler combination rule for unlike-pair dispersion coefficients: a program that tests the result

```python
# Result under test: the combination rule for unlike-pair dispersion,
#   C_AB = 2 C_AA C_BB / [(a_B/a_A) C_AA + (a_A/a_B) C_BB],
# which follows from C_AB = (3 hbar/pi) Int_0^inf a_A(i w) a_B(i w) dw when
# each polarizability volume is a_X(i w) = a_X / (1 + w^2/w_X^2).
# a_X: static polarizability volume (SI polarizability / 4 pi eps0), m^3;
# w_X: effective angular frequency; C: coefficient in E = -C/R^6, J m^6.
# Example: HF and H2O with coupled Hartree-Fock response (aug-cc-pVTZ).
import itertools
import numpy as np
import sympy as sp
from scipy import constants as const
from pyscf import gto, scf, ao2mo, mp

hbar, c, e, kB = const.hbar, const.c, const.e, const.k
hartree = const.physical_constants['Hartree energy'][0]
bohr = const.physical_constants['Bohr radius'][0]
coulomb = 1 / (4 * np.pi * const.epsilon_0)
angstrom = 1e-10
to_eVA6 = 1 / (e * angstrom**6)

# Imaginary-frequency grid: w_au in hartree/hbar, d_omega in rad/s
node, weight = np.polynomial.legendre.leggauss(200)
w_au = (1 + node) / (1 - node)
d_omega = weight * 2 / (1 - node)**2 * hartree / hbar


def casimir_polder(pol_a, pol_b):
    return 3 * hbar / np.pi * np.sum(d_omega * pol_a * pol_b)


def combination_rule(c_aa, c_bb, a_a, a_b):
    return 2 * c_aa * c_bb / (a_b / a_a * c_aa + a_a / a_b * c_bb)


def london(a_a, a_b, w_a, w_b):
    return 1.5 * hbar * a_a * a_b * w_a * w_b / (w_a + w_b)


def close(x, y, tol):
    return abs(x - y) <= tol * abs(y)


# Test: rule against quadrature for widely different single poles
rng = np.random.default_rng(4)
for _ in range(20):
    vol = 10**rng.uniform(-1, 2, 2) * bohr**3
    freq = 10**rng.uniform(-1, 1, 2)
    pa, pb = [v / (1 + (w_au / f)**2) for v, f in zip(vol, freq)]
    by_rule = combination_rule(casimir_polder(pa, pa),
                               casimir_polder(pb, pb), *vol)
    assert close(by_rule, casimir_polder(pa, pb), 1e-9)


# Test: zero-point energy of two dipole-coupled isotropic oscillators
def oscillator_c6(v1, f1, v2, f2, distance=20.0):
    shift = 0.0
    for t in (1, 1, -2):
        k12 = t * np.sqrt(v1 * v2) / distance**3 * f1 * f2
        squares = np.linalg.eigvalsh([[f1**2, k12], [k12, f2**2]])
        shift += 0.5 * (np.sum(np.sqrt(squares)) - f1 - f2)
    return -shift * distance**6 * hartree * bohr**6


osc_a, osc_b = (4.0, 1.3), (9.0, 0.5)
osc_ab = oscillator_c6(*osc_a, *osc_b)
osc_rule = combination_rule(oscillator_c6(*osc_a, *osc_a),
                            oscillator_c6(*osc_b, *osc_b), 4.0, 9.0)
pa, pb = [v * bohr**3 / (1 + (w_au / f)**2) for v, f in (osc_a, osc_b)]
# tolerance: the oscillator energy also holds terms of higher order in 1/R
assert close(osc_ab, osc_rule, 1e-4)
assert close(osc_ab, casimir_polder(pa, pb), 1e-4)


# Test: error of the rule is second order in the difference of two spectra
def rule_error(pol_a, pol_b, a_a, a_b):
    rule = combination_rule(casimir_polder(pol_a, pol_a),
                            casimir_polder(pol_b, pol_b), a_a, a_b)
    return casimir_polder(pol_a, pol_b) / rule - 1


spec_a = 5 / (1 + w_au**2 / 0.25) + 1 / (1 + w_au**2 / 9)
spec_b = 2 / (1 + w_au**2) + 2 / (1 + w_au**2 / 16)
mix_err = [rule_error(spec_a, (1 - t) * spec_a + t * spec_b, 6, 6 - 2 * t)
           for t in (0.01, 0.02)]
assert 3.7 < mix_err[1] / mix_err[0] < 4.3


# Test: coefficient of that error for a common two-pole shape g(w/w_X)
def shape(u):
    return 0.5 / (1 + u**2) + 0.5 / (1 + u**2 / 16)


slope = -w_au / (1 + w_au**2)**2 - w_au / 16 / (1 + w_au**2 / 16)**2
shape_K = (np.sum(d_omega * (w_au * slope)**2)
           / np.sum(d_omega * shape(w_au)**2))
shape_coef = 0.25 - shape_K / 2


def shape_error(s):
    return rule_error(shape(w_au * np.exp(-s / 2)),
                      shape(w_au * np.exp(s / 2)), 1, 1)


assert close(shape_error(0.05), shape_coef * 0.05**2, 0.01)

# Interaction tensors by symbolic differentiation at unit distance along z
xyz = sp.symbols('x y z', real=True)
q = sp.symbols('q', positive=True)
r = sp.sqrt(sum(v**2 for v in xyz))
at_z = {xyz[0]: 0, xyz[1]: 0, xyz[2]: 1}
T2 = sp.hessian(1 / r, xyz).subs(at_z)
T2_squares = np.array([float(T2[i, i]**2) for i in range(3)])
assert T2_squares.sum() == 6
T3_sum = sum(sp.diff(1 / r, i, j, k).subs(at_z)**2
             for i in xyz for j in xyz for k in xyz)
quad_strength = float(T3_sum) / 6
assert quad_strength == 15
wave = sp.exp(-q * r) / r
Tq = (sp.hessian(wave, xyz) - q**2 * wave * sp.eye(3)).subs(at_z)
kernel = sp.exp(-2 * q) * (3 + 6*q + 5*q**2 + 2*q**3 + q**4) / 3
assert sp.simplify((Tq * Tq).trace() / 6 - kernel) == 0
retard = sp.lambdify(q, kernel, 'numpy')


# Coupled Hartree-Fock response, written as a sum over poles
def response(mol):
    mf = scf.RHF(mol)
    mf.conv_tol = 1e-11
    mf.kernel()
    assert mf.converged
    orb, nocc = mf.mo_coeff, mol.nelectron // 2
    nmo = orb.shape[1]
    n = nocc * (nmo - nocc)
    g = ao2mo.general(mf._eri, (orb[:, :nocc], orb, orb, orb), compact=False)
    g = g.reshape(nocc, nmo, nmo, nmo)
    direct = g[:, nocc:, :nocc, nocc:]
    exch1 = g[:, :nocc, nocc:, nocc:].transpose(0, 2, 1, 3).reshape(n, n)
    exch2 = direct.transpose(0, 3, 2, 1).reshape(n, n)
    gap = np.diag((mf.mo_energy[None, nocc:]
                   - mf.mo_energy[:nocc, None]).ravel())
    plus = gap + 4 * direct.reshape(n, n) - exch1 - exch2
    minus = gap - exch1 + exch2
    nao = mol.nao_nr()
    dip = mol.intor('int1e_r')
    rr = mol.intor('int1e_rr').reshape(3, 3, nao, nao)
    s3 = np.sqrt(3)
    quad = [rr[2, 2] - (rr[0, 0] + rr[1, 1]) / 2, s3 * rr[0, 2],
            s3 * rr[1, 2], s3 * rr[0, 1], s3 / 2 * (rr[0, 0] - rr[1, 1])]
    ops = np.array(list(dip) + quad)
    ops = np.array([orb[:, :nocc].T @ o @ orb[:, nocc:]
                    for o in ops]).reshape(8, n)
    val, vec = np.linalg.eigh(minus)
    assert val.min() > 0
    root = (vec * np.sqrt(val)) @ vec.T
    pole2, vec = np.linalg.eigh(root @ plus @ root)
    assert pole2.min() > 0
    return mf, pole2, 4 * (ops @ root @ vec)**2


# Static polarizability from energies in a finite field: HF and MP2
def field_polarizability(mol, ref, step=0.003):
    h0, dm0, dip = ref.get_hcore(), ref.make_rdm1(), mol.intor('int1e_r')

    def energies(axis, field):
        h = h0 + field * dip[axis]
        m = scf.RHF(mol)
        m._eri = ref._eri
        m.conv_tol, m.conv_tol_grad = 1e-11, 1e-7
        m.get_hcore = lambda *args: h
        m.kernel(dm0)
        corr = mp.MP2(m).kernel(with_t2=False)[0]
        return np.array([m.e_tot, m.e_tot + corr])

    zero = energies(2, 0.0)
    total = np.zeros(2)
    for axis in range(3):
        up = energies(axis, step)
        # x and y are mirror directions: both field signs are equivalent
        down = energies(axis, -step) if axis == 2 else up
        total -= (up + down - 2 * zero) / step**2
    return total / 3


bond_hf, bond_oh, angle = 0.92, 0.96, 104.5
half = np.radians(angle / 2)
hy, hz = bond_oh * np.sin(half), bond_oh * np.cos(half)
geometry = {'HF': f'F 0 0 0; H 0 0 {bond_hf}',
            'H2O': f'O 0 0 0; H 0 {hy} {hz}; H 0 {-hy} {hz}'}
data, small = {}, {}
for name, atoms in geometry.items():
    for basis, store in (('aug-cc-pvdz', small), ('aug-cc-pvtz', data)):
        mol = gto.M(atom=atoms, basis=basis, verbose=0)
        mf, pole2, strength = response(mol)
        pol = strength @ (1 / (pole2[:, None] + w_au**2))
        d = dict(axes=pol[:3] * bohr**3, iso=pol[:3].mean(0) * bohr**3,
                 quad=pol[3:].mean(0) * bohr**5, pole2=pole2,
                 f=strength[:3].mean(0))
        d['a0'] = np.sum(d['f'] / pole2) * bohr**3
        d['C'] = casimir_polder(d['iso'], d['iso'])
        d['w'] = 4 * d['C'] / (3 * hbar * d['a0']**2)
        d['ip'] = -mf.mo_energy[mol.nelectron // 2 - 1] * hartree
        d['mu'] = np.linalg.norm(mf.dip_moment(unit='AU', verbose=0))
        d['mu'] *= e * bohr
        if store is small:
            d['field'] = field_polarizability(mol, mf) * bohr**3
            # tolerance: hyperpolarizability enters the finite difference
            assert close(d['field'][0], d['a0'], 1e-3)
        store[name] = d
A, B = data['HF'], data['H2O']

# Unlike pair: full integral, explicit double sum over poles, and rules
C_full = casimir_polder(A['iso'], B['iso'])
pole_a, pole_b = np.sqrt(A['pole2']), np.sqrt(B['pole2'])
pair_sum = np.sum(np.outer(A['f'] / pole_a, B['f'] / pole_b)
                  / (pole_a[:, None] + pole_b[None, :]))
assert close(1.5 * pair_sum * hartree * bohr**6, C_full, 1e-7)
C_rule = combination_rule(A['C'], B['C'], A['a0'], B['a0'])
C_geo = np.sqrt(A['C'] * B['C'])
C_lon = london(A['a0'], B['a0'], A['ip'] / hbar, B['ip'] / hbar)
log_ratio = np.log(A['w'] / B['w'])
assert close(C_rule, C_geo / np.cosh(log_ratio / 2), 1e-10)
assert C_full <= C_geo and C_rule <= C_geo
assert abs(C_rule / C_full - 1) < 0.02
assert abs(C_rule / C_full - 1) < abs(C_lon / C_full - 1)

# Effects left out of the rule, for this pair
R, T = 10 * angstrom, 300.0
C_small = casimir_polder(small['HF']['iso'], small['H2O']['iso'])
gain = [small[m]['field'][1] / small[m]['field'][0] for m in ('HF', 'H2O')]
corr_fixed_w = gain[0] * gain[1]
corr_fixed_n = london(A['a0'] * gain[0], B['a0'] * gain[1],
                      A['w'] / gain[0]**0.5, B['w'] / gain[1]**0.5) / C_rule
oriented = [hbar / (2 * np.pi) * np.sum(
    d_omega * (T2_squares[:, None] * A['axes'][list(p)]
               * B['axes'][list(s)]).sum(0))
    for p in itertools.permutations(range(3))
    for s in itertools.permutations(range(3))]
assert close(np.mean(oriented), C_full, 1e-9)
C8 = quad_strength * hbar / (2 * np.pi) * np.sum(
    d_omega * (A['iso'] * B['quad'] + A['quad'] * B['iso']))


def retarded_fraction(dist):
    x = w_au * hartree / hbar * dist / c
    return casimir_polder(A['iso'] * retard(x), B['iso']) / C_full


keesom = 2 * (coulomb * A['mu'] * B['mu'])**2 / (3 * kB * T)
induction = coulomb * (A['mu']**2 * B['a0'] + B['mu']**2 * A['a0'])
# Test: thermal average over orientations of two permanent dipoles
x_dip = coulomb * A['mu'] * B['mu'] / (R**3 * kB * T)
cn, cw = np.polynomial.legendre.leggauss(24)
phi = np.arange(24) * 2 * np.pi / 24
ca, cb, ph = np.meshgrid(cn, cn, phi, indexing='ij')
wt = cw[:, None, None] * cw[None, :, None] * np.ones(24) / 96
v = -x_dip * (2 * ca * cb - np.sqrt((1 - ca**2) * (1 - cb**2)) * np.cos(ph))
mean_v = np.sum(wt * v * np.exp(-v)) / np.sum(wt * np.exp(-v))
# tolerance: the closed form keeps only the leading order in x_dip
assert close(-mean_v * kB * T * R**6, keesom, 0.02)
# Test: induction energy from the orientation average of the squared field
field2 = np.sum(wt * ((2 * ca)**2 + (1 - ca**2)))
ind_avg = 0.5 * field2 * coulomb * (A['mu']**2 * B['a0']
                                    + B['mu']**2 * A['a0'])
assert close(ind_avg, induction, 1e-10)
n_water = 1000.0 * const.N_A / 0.018015
packing = 4 * np.pi / 3 * n_water * B['a0']

print(f'Bond length HF: {bond_hf:.2f} A')
print(f'Bond length OH in H2O: {bond_oh:.2f} A; angle {angle:.1f} deg')
for name, d in data.items():
    n_eff = d['a0'] * d['w']**2 * const.m_e / (coulomb * e**2)
    n_sum = d['f'].sum()
    assert n_eff < n_sum
    at_w = np.sum(d['f'] / (d['pole2'] + (d['w'] * hbar / hartree)**2))
    print(f"{name} static polarizability volume: "
          f"{d['a0'] / angstrom**3:.4f} A^3")
    print(f"{name} like-pair C6: {d['C'] * to_eVA6:.3f} eV A^6")
    print(f"{name} effective energy hbar*w: {d['w'] * hbar / e:.2f} eV")
    print(f"{name} Koopmans ionization energy: {d['ip'] / e:.2f} eV")
    print(f'{name} electrons in single-pole tail: {n_eff:.2f}')
    print(f'{name} electrons in full response tail: {n_sum:.2f}')
    print(f"{name} full a(i w)/a(0) at effective w: "
          f"{at_w * bohr**3 / d['a0']:.4f} (one pole: 0.5)")
    print(f"{name} dipole moment: {d['mu'] / (e * angstrom):.4f} e A")
print(f'HF-H2O C6, combination rule: {C_rule * to_eVA6:.3f} eV A^6')
print(f'HF-H2O C6, combination rule: {C_rule:.4e} J m^6')
print(f'HF-H2O C6, full integral: {C_full * to_eVA6:.3f} eV A^6')
print(f'HF-H2O C6, geometric mean: {C_geo * to_eVA6:.3f} eV A^6')
print(f'HF-H2O C6, London with Koopmans: {C_lon * to_eVA6:.3f} eV A^6')
for label, value in (('rule', C_rule), ('geometric mean', C_geo),
                     ('London', C_lon)):
    print(f'Error of {label} against full: {100*(value/C_full-1):+.4f} %')
print(f'Log ratio of effective frequencies s: {log_ratio:.4f}')
print(f'Two-pole model shape, K: {shape_K:.4f}')
print(f'Two-pole model, error coefficient: {shape_coef:.4f}')
print(f'Two-pole model, true/rule - 1 at frequency ratio 2: '
      f'{100 * shape_error(np.log(2)):.3f} %')
print(f'Mixing test, error ratio on doubling: {mix_err[1]/mix_err[0]:.3f}')
print(f'Full C6, smaller basis aug-cc-pVDZ: {C_small*to_eVA6:.3f} eV A^6')
print(f'MP2/HF static polarizability, HF: {gain[0]:.4f}')
print(f'MP2/HF static polarizability, H2O: {gain[1]:.4f}')
print(f'C6 factor from correlation, fixed w: {corr_fixed_w:.3f}')
print(f'C6 factor from correlation, fixed N_eff: {corr_fixed_n:.3f}')
print(f'Axis-aligned C6 / mean C6, lowest: {min(oriented)/C_full:.3f}')
print(f'Axis-aligned C6 / mean C6, highest: {max(oriented)/C_full:.3f}')
print(f'Pair distance: {R/angstrom:.0f} A; temperature: {T:.0f} K')
print(f'Dispersion energy by rule there: {-C_rule/R**6/e*1e6:.2f} ueV')
print(f'C8 term / C6 term there: {C8 / (C_full * R**2):.4f}')
print(f'Retarded / unretarded at 10 A: {retarded_fraction(R):.5f}')
print(f'Retarded / unretarded at 100 A: {retarded_fraction(10*R):.4f}')
print(f'Dipole coupling / kT there: {x_dip:.4f}')
print(f'Keesom coefficient: {keesom * to_eVA6:.1f} eV A^6')
print(f'Keesom / dispersion (rule): {keesom / C_rule:.2f}')
print(f'Induction coefficient: {induction * to_eVA6:.2f} eV A^6')
print(f'Induction / dispersion (rule): {induction / C_rule:.3f}')
print(f'4 pi n a/3 for water at 1 g/cm3: {packing:.3f}')
print('no test failed')
```

Output:

```
Bond length HF: 0.92 A
Bond length OH in H2O: 0.96 A; angle 104.5 deg
HF static polarizability volume: 0.7059 A^3
HF like-pair C6: 9.647 eV A^6
HF effective energy hbar*w: 25.81 eV
HF Koopmans ionization energy: 17.69 eV
HF electrons in single-pole tail: 4.29
HF electrons in full response tail: 9.01
HF full a(i w)/a(0) at effective w: 0.4940 (one pole: 0.5)
HF dipole moment: 0.4021 e A
H2O static polarizability volume: 1.2530 A^3
H2O like-pair C6: 23.517 eV A^6
H2O effective energy hbar*w: 19.97 eV
H2O Koopmans ionization energy: 13.88 eV
H2O electrons in single-pole tail: 4.55
H2O electrons in full response tail: 9.03
H2O full a(i w)/a(0) at effective w: 0.4946 (one pole: 0.5)
H2O dipole moment: 0.4133 e A
HF-H2O C6, combination rule: 14.939 eV A^6
HF-H2O C6, combination rule: 2.3935e-78 J m^6
HF-H2O C6, full integral: 14.954 eV A^6
HF-H2O C6, geometric mean: 15.062 eV A^6
HF-H2O C6, London with Koopmans: 10.321 eV A^6
Error of rule against full: -0.0979 %
Error of geometric mean against full: +0.7247 %
Error of London against full: -30.9807 %
Log ratio of effective frequencies s: 0.2565
Two-pole model shape, K: 0.4298
Two-pole model, error coefficient: 0.0351
Two-pole model, true/rule - 1 at frequency ratio 2: 1.626 %
Mixing test, error ratio on doubling: 3.929
Full C6, smaller basis aug-cc-pVDZ: 13.806 eV A^6
MP2/HF static polarizability, HF: 1.1274
MP2/HF static polarizability, H2O: 1.1288
C6 factor from correlation, fixed w: 1.273
C6 factor from correlation, fixed N_eff: 1.198
Axis-aligned C6 / mean C6, lowest: 0.919
Axis-aligned C6 / mean C6, highest: 1.139
Pair distance: 10 A; temperature: 300 K
Dispersion energy by rule there: -14.94 ueV
C8 term / C6 term there: 0.0542
Retarded / unretarded at 10 A: 0.99418
Retarded / unretarded at 100 A: 0.8151
Dipole coupling / kT there: 0.0926
Keesom coefficient: 147.6 eV A^6
Keesom / dispersion (rule): 9.88
Induction coefficient: 4.65 eV A^6
Induction / dispersion (rule): 0.311
4 pi n a/3 for water at 1 g/cm3: 0.175
no test failed
```
